\section*{Why a Grain Floating in a Plasma Sheath Oscillates at sqrt(g/d)}

\section*{A grain released where the field vanishes}

A small, negatively charged grain can float above the lower electrode of a plasma. In the sheath next to the electrode the electric field points down, so the force on the grain points up. Suppose that the field is zero at some height and grows in proportion to the depth $s$ below it. The grain floats at depth $s=d$, where the electric force equals its weight.

Now hold the grain at the zero-field point and let go. No electric force acts there, so the grain starts to fall with acceleration $g$, as any body would, whatever its charge or mass. It is then a distance $d$ from its floating position. Weight is constant and the electric force is linear in $s$, so the net force is linear in the distance from the floating position. An acceleration $g$ at distance $d$ therefore means an acceleration $g/d$ per unit distance, directed back towards equilibrium. For harmonic motion this ratio is the square of the angular frequency:
\begin{equation}
\omega_0^2=\frac{g}{d},\qquad f_0=\frac{1}{2\pi}\sqrt{\frac{g}{d}} .
\label{main}
\end{equation}

One point of the force law is known without knowing the grain: at zero field the acceleration is $g$. The floating depth supplies a second point, where the acceleration is zero. Two points fix a straight line, and the steepness of that line is the frequency squared.

\section*{The same result from the forces}

Let $s$ increase downward. The field is the time-averaged one, and its downward component is $E(s)$. If the net positive charge density of the sheath is $en$ with $n$ uniform, Poisson's equation in one dimension gives
\begin{equation}
\frac{dE}{ds}=\frac{en}{\varepsilon_0}\equiv G,\qquad E(s)=Gs ,
\label{field}
\end{equation}
the constant of integration being zero because $s$ is measured from the zero-field point. The grain has mass $m$ and charge $-q$ with $q>0$, taken as fixed. The electric force along $+s$ is $-qGs$, which is upward. Gas drag and all other forces are left out for now. Newton's law and the balance at $s=d$ read
\begin{equation}
m\ddot s=mg-qGs,\qquad qGd=mg .
\label{newton}
\end{equation}
Put $s=d+x$, so that $x$ is the downward displacement from equilibrium:
\begin{align}
m\ddot x&=mg-qGd-qGx=-qGx, \\
\ddot x&=-\frac{qG}{m}\,x=-\frac{g}{d}\,x .
\end{align}
The balance is used twice. First it removes the constant force. Then, written as $qG/m=g/d$, it replaces the one combination of grain and sheath properties that governs the motion.

A weight hung on a spring of stiffness $k$ behaves in the same way. It stretches the spring by $d=mg/k$ and oscillates with $\omega^2=k/m=g/d$. The sheath acts as a spring of stiffness $qG$, and $d$ is its extension under the load.

\section*{Where the charge and the mass have gone}

Equation (\ref{main}) contains neither $q$ nor $m$, but this independence holds at a given depth. In a given sheath the depth itself depends on the grain:
\begin{equation}
d=\frac{mg}{qG},\qquad \omega_0=\sqrt{\frac{qG}{m}} .
\label{depth}
\end{equation}
The charge-to-mass ratio still sets the frequency; reading $d$ is a way of reading that ratio multiplied by $G$. Three comparisons separate the two statements.

If charge and mass are both doubled in the same sheath, force and inertia grow together, and neither $d$ nor $\omega_0$ changes. If the mass is tripled at fixed charge, the grain sinks to three times the depth and slows by $\sqrt3$. If the gradient $G$ is then tripled as well, the grain returns to its old depth and its old frequency.

A measurement of $f_0$ alone gives $qG/m$, and so does a measurement of $d$ alone. Within this model, measuring both yields no separate value of the charge. It yields a test of the model, since $\omega^2d/g$ should equal one.

\section*{A worked case}

Take a plastic sphere of diameter $9\,\mu\mathrm{m}$ and density $1.5\,\mathrm{g/cm^3}$ carrying 24000 elementary charges, in a sheath with net density $n=5\times10^7\,\mathrm{cm^{-3}}$. The mass is
\begin{equation}
m=\frac{\pi}{6}\,(9\times10^{-4}\,\mathrm{cm})^3\,(1.5\,\mathrm{g/cm^3})=573\,\mathrm{pg},
\end{equation}
and the weight is $5.615\,\mathrm{pN}$. Dividing the weight by the charge gives the field needed at the grain, $14.60\,\mathrm{V/cm}$. Equation (\ref{field}) gives $G=90.48\,\mathrm{V/cm^2}$. Hence
\begin{equation}
d=\frac{14.60}{90.48}\,\mathrm{cm}=1.61\,\mathrm{mm},\qquad
\omega_0=\sqrt{\frac{9.807}{1.614\times10^{-3}}}\,\mathrm{s^{-1}}=78.0\,\mathrm{s^{-1}},
\end{equation}
so $f_0=12.4\,\mathrm{Hz}$. Timing the numerically integrated motion gives the same frequency. It also does so for three other grains brought to this depth, with charge, mass and gradient multiplied by $(2,2,1)$, $(1,3,3)$ and $(5,1,0.2)$.

Different sizes in one sheath do differ. If the surface potential is the same for all sizes, $q$ is proportional to the diameter while $m$ goes as its cube. Equation (\ref{depth}) then makes $d$ proportional to the diameter squared and $f_0$ inversely proportional to the diameter. On that assumption, grains of 7, 9 and $11\,\mu\mathrm{m}$ float at 0.98, 1.61 and 2.41 mm and oscillate at 16.0, 12.4 and 10.2 Hz. The assumption is weakest for the largest grain. With the depth-dependent charge estimated further on, scaled to 24000 charges at $9\,\mu\mathrm{m}$, the $11\,\mu\mathrm{m}$ grain sinks to about 2.8 mm and slows to about 5 Hz, and a slightly larger one would not float at all.

\section*{How far the grain may swing}

No small-amplitude approximation has been made. The period is independent of the amplitude $A$ as long as the grain stays in the linear field, which above equilibrium means $A\le d$. The electrode must also lie deeper than $d+A$. At $A=0.9d$ the integrated motion still has 12.4 Hz. This needs the charge to be fixed: with the depth-dependent charge estimated further on, the frequency drops from 12.0 Hz at small amplitude to 11.0 Hz at $A=0.9d$.

For $A>d$ the grain rises past the zero-field point. Suppose that the field is zero everywhere above it. Start the clock at the lowest point, so that $x=A\cos\omega_0t$ until $x=-d$. That happens at $\omega_0t_1=\pi-\theta$, where $\cos\theta=d/A$. The upward speed there is
\begin{equation}
v=\omega_0\sqrt{A^2-d^2}=\omega_0d\tan\theta .
\end{equation}
The grain then moves as a thrown stone and returns after a time $2v/g$. Since $\omega_0^2d/g=1$, this flight contributes $2\omega_0v/g=2\tan\theta$ to the phase. The way down takes as long as the way up, so
\begin{equation}
\omega_0T=2(\pi-\theta)+2\tan\theta=2\pi+2(\tan\theta-\theta).
\end{equation}
Because $\tan\theta>\theta$, the period is longer than before. The onset is gentle, since $\tan\theta-\theta\approx\theta^3/3$ for small $\theta$. For $A=1.5d$ the phase is 6.84 instead of 6.28, and the frequency falls to 11.4 Hz, in agreement with the integrated motion.

\section*{What a driven experiment shows}

A resonance is found by driving the grain. Add a small uniform force $F_0\cos\Omega t$ and a gas drag $-m\gamma\dot x$, and write $x=\mathrm{Re}\,(Xe^{i\Omega t})$. Then
\begin{equation}
X=\frac{F_0/m}{\omega_0^2-\Omega^2+i\gamma\Omega} .
\end{equation}
At $\Omega=\omega_0$ this is $-iF_0/(m\gamma\omega_0)$: the displacement lags the force by $90^\circ$, whatever the damping. The amplitude is largest where $(\omega_0^2-\Omega^2)^2+\gamma^2\Omega^2$ is smallest. Setting its derivative with respect to $\Omega^2$ to zero gives $-2(\omega_0^2-\Omega^2)+\gamma^2=0$, so
\begin{equation}
\Omega_{\rm peak}=\sqrt{\omega_0^2-\gamma^2/2}\qquad(\gamma<\sqrt2\,\omega_0).
\end{equation}
The rule $\sqrt{g/d}$ thus belongs to the phase condition, and to the amplitude peak when damping is weak.

To find $\gamma$, let the gas mean free path be much longer than the grain radius $r$, and let atoms bounce off specularly. A hard sphere scatters equally in all directions, so on average an atom gives up its whole momentum relative to the grain. For atoms of mass $m_g$, density $n_g$ and velocity $\mathbf v$, and a grain of small velocity $\mathbf u$, the force is
\begin{align}
\mathbf F&=\pi r^2n_gm_g\langle|\mathbf v-\mathbf u|(\mathbf v-\mathbf u)\rangle \nonumber\\
&\approx-\pi r^2n_gm_g\Big\langle v\,\mathbf u+\frac{(\mathbf v\cdot\mathbf u)\mathbf v}{v}\Big\rangle
=-\frac{4\pi}{3}r^2n_gm_g\bar v\,\mathbf u .
\end{align}
The second term averages to one third of the first by isotropy, and $\bar v$ is the mean thermal speed. Argon at 20 mTorr and 300 K gives $\gamma=2.52\,\mathrm{s^{-1}}$ and $\omega_0/\gamma=31$. The amplitude peak lies below $\omega_0$ by about $\gamma^2/(4\omega_0^2)$, or 0.03\%. Real surfaces reflect atoms largely diffusely. Diffuse re-emission at the gas temperature multiplies $\gamma$ by $1+\pi/8$, giving $3.5\,\mathrm{s^{-1}}$, $\omega_0/\gamma=22$ and a shift of 0.05\%.

\section*{When the field is not a straight line}

Let the upward force be $q(s)E(s)$, with any smooth dependence on depth. Balance requires $qE=mg$ at $s=d$. For a small displacement,
\begin{equation}
m\ddot x=mg-qE\big|_{d+x}\approx-(qE)'x .
\end{equation}
Dividing by $m=qE/g$ gives
\begin{equation}
\omega^2=g\,\frac{(qE)'}{qE}=g\,\frac{d\ln(qE)}{ds}\bigg|_{s=d}.
\label{general}
\end{equation}
The balance again removes the mass and the scale of the charge. What remains is a length, the inverse of the logarithmic slope of the force. If that slope is negative the grain is unstable and there is no oscillation.

For fixed charge the length is $E/E'$, the distance from the grain to the point where the tangent to the field curve reaches zero. If the field is straight near the grain but not higher up, equation (\ref{main}) remains valid with $d$ measured to this extrapolated zero. If $d$ is measured to the actual zero, Poisson's equation gives $E'=en(d)/\varepsilon_0$ and $E=e\bar nd/\varepsilon_0$, where $\bar n$ is the mean net density between that zero and the grain. Then
\begin{equation}
\omega^2=\frac gd\,\frac{n(d)}{\bar n}.
\label{ratio}
\end{equation}
Charge above the grain helps to hold it up, but the charge at its own depth sets the stiffness.

Suppose that $n$ rises linearly from half its final value. Then $n(d)/\bar n=1/0.75$, and the frequency is 15\% higher than $\sqrt{g/d}$ predicts at the same depth. If $n$ rises linearly from zero, the ratio is 2 and the excess is 41\%.

A static sheath without collisions bends the field further. Let ions enter with energy $T_e/2$, where $T_e$ is the electron temperature in energy units, and let $\chi$ be the potential energy they have since gained, divided by $T_e$. Their speed grows as $\sqrt{1+2\chi}$ at constant flux, while the electrons follow a Boltzmann factor. With $n_0$ the density of each at the edge,
\begin{equation}
n=n_0\left[(1+2\chi)^{-1/2}-e^{-\chi}\right]\approx n_0\chi^2\quad(\chi\ll1).
\end{equation}
The net charge is very small near the edge. Take $T_e=2\,\mathrm{eV}$ and the potential of the linear field, which drops by 1.18 V down to the grain. Equation (\ref{ratio}) then gives a frequency 94\% above $\sqrt{g/d}$. This estimate is not self-consistent, because the density it finds contradicts the linear field it started from. It does show that a field linear from the sheath edge down is an assumption, and that the extrapolated zero is the consistent origin for $d$. That point cannot be seen directly, however: locating it requires $E/E'$ at the grain, that is, knowledge of the field profile.

\section*{A charge that changes with height}

The grain collects its own charge in ions in about $95\,\mu\mathrm{s}$, far less than the oscillation period of $1/f_0$. Its charge therefore follows the local plasma. ``Fixed'' has to mean that the equilibrium charge varies little with height, not that charging is slow.

To estimate the variation, let $U$ be the energy an ion gains in falling to the grain surface, and $W$ its energy on arrival in the grain's neighbourhood. An ion that just grazes the surface has impact parameter $b_c$. Angular momentum gives $b_c\sqrt W=r\sqrt{W+U}$, so $b_c^2=r^2(1+U/W)$. Electrons are repelled, and their current is reduced by $e^{-U/T_e}$. Without repulsion the sphere would receive the isotropic electron flux, a quarter of the density times the mean speed, over its whole area $4\pi r^2$, which equals density times mean speed times $\pi r^2$. The ions arrive as a beam and are collected over the area $\pi b_c^2$. With $y=U/T_e$ and $w=W/T_e=\tfrac12+\chi$, equal ion and electron currents require
\begin{equation}
1+\frac yw=C\,e^{-\chi-y},
\end{equation}
where $C$ is the ratio of the mean electron speed to the ion speed at the edge. Take the logarithm and differentiate with respect to $\chi$, using $dw/d\chi=1$:
\begin{equation}
\frac{1+y'}{w+y}-\frac1w+1+y'=0
\;\Rightarrow\;
y'=\frac{w+y}{w(w+y+1)}-1 .
\end{equation}
Since $q\propto y$ and $\chi\propto s^2$, the relative charge slope is $d\,(\ln q)'=2\chi y'/y$. For the example it is $-0.07$: the loss of electrons with depth outweighs the weaker focusing of faster ions. In a linear field equation (\ref{general}) becomes $\omega^2=(g/d)[1+d(\ln q)']$, and the frequency is 3.6\% lower at the same depth. The charging model itself gives about 25000 charges, so the chosen 24000 is consistent with it.

These numbers hold for ions that fall freely to the grain. At 20 mTorr the ion mean free path is comparable with $d$, so collisions may matter. If they held $w$ at $\tfrac12$, the terms from $dw/d\chi$ would vanish, leaving $y'=-(w+y)/(w+y+1)$. The relative charge slope would then be about $-0.27$ and the frequency 15\% lower. Both estimates also assume that the field is zero where the ions have energy $T_e/2$. With a mean free path of a few millimetres the field there is already of order 10 to 20 V/cm, close to the 14.6 V/cm that holds the grain. The grain would then float near the sheath edge, where the charge varies much less with height, so these slopes belong to the assumed linear field and not to the real discharge.

\section*{Ions that push the grain down}

Ions streaming to the electrode exert a downward drag $F(s)$. The balance is now $qGd=mg+F(d)$, and linearizing $m\ddot s=mg+F-qGs$ gives
\begin{equation}
\omega^2=\frac{qG-F'}{m}=\frac gd\left[1+\frac{F-dF'}{mg}\right].
\label{drag}
\end{equation}
The grain is effectively heavier without having more inertia. Holding it at the same depth takes a stiffer trap, and this raises the frequency. A drag that weakens with depth raises it further.

For its size, multiply the ion momentum flux by an effective area. Collected ions contribute $\pi b_c^2$. The others are deflected by the Coulomb angle $\vartheta$, for which $1-\cos\vartheta=2/(1+b^2/b_{90}^2)$ with $b_{90}=rU/(2W)$. Integrating $(1-\cos\vartheta)\,2\pi b\,db$ from $b_c$ to the electron screening length $\lambda$ gives
\begin{equation}
F=n_0\sqrt{2T_eW}\left[\pi b_c^2+2\pi b_{90}^2\ln\frac{\lambda^2+b_{90}^2}{b_c^2+b_{90}^2}\right].
\end{equation}
The prefactor is the conserved flux $n_0\sqrt{T_e/M}$ times the momentum $\sqrt{2MW}$ of an ion of mass $M$. With an edge density of $4\times10^8\,\mathrm{cm^{-3}}$ and $W=2.18\,\mathrm{eV}$, the drag is 11\% of the weight. Equation (\ref{drag}) then gives a frequency 12\% higher at the same depth. Ion collisions with the gas and the cut-off at $\lambda$ make this an estimate of size: if collisions held $W$ at 1 eV, the same formula would give a drag of 29\% of the weight and a frequency 13\% higher. It should not simply be added to the other shifts.

\section*{The model beside a real discharge}

The example resembles laboratory work with plastic microspheres in low-power argon radio-frequency discharges, where vertical resonances of roughly ten hertz are familiar. The edge density chosen here is low; discharges used for etching and deposition are generally denser. Ion drag grows with this density, somewhat less than in proportion because $\lambda$ shrinks. In a plasma ten times denser, at the same ion energy, it would be about seven times larger, some 0.8 of the weight even for this grain, and the rule would give too low a frequency. The rapid field at 13.56 MHz does not matter directly: if its force had an amplitude equal to the weight, the grain would quiver by $g/(2\pi\times13.56\,\mathrm{MHz})^2$, about $10^{-6}\,\mathrm{nm}$. The assumption most at risk is the straight field, with the shifts of 15\% to 94\% found above for three assumed profiles. These are examples, not bounds: in a collisionless sheath the field fades gradually into the plasma, and a point chosen as its edge may lie millimetres above the extrapolated zero. A temperature gradient in the gas also pushes the grain towards the colder side, with a force of about 3\% of its weight per K/cm, which acts like a change of weight without a change of inertia. An error in the depth enters through a square root: placing the zero-field point 0.1 mm too high lowers the predicted frequency by 3\%.

The rule should not be carried over to submicron process dust. At fixed surface potential and ion energy, and apart from the logarithm, $F$ goes as $r^2$ and the weight as $r^3$. For a grain ten times smaller than the one in the example, this scaling alone brings the ion drag up to the weight, and the larger logarithm takes it beyond. Gravity would then no longer calibrate the trap, and the depth alone would not give the frequency.

The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
grain diameter: 9.0 um
grain density: 1.50 g/cm3
grain charge: 24000 elementary charges
net sheath density: 5.00e+07 cm^-3
argon pressure: 20.0 mTorr
gas temperature: 300 K
electron temperature: 2.0 eV
plasma density at sheath edge: 4.00e+08 cm^-3
gravity: 9.80665 m/s2
LEVITATION AND RESONANCE
grain mass: 572.6 pg
grain weight: 5.615 pN
field gradient: 90.48 V/cm2
field at grain: 14.60 V/cm
depth d: 1.614 mm
potential drop to grain: 1.178 V
angular frequency sqrt(g/d): 77.95 rad/s
frequency from formula: 12.4062 Hz
frequency timed on trajectory: 12.4062 Hz
SAME DEPTH, factors on charge, mass, gradient
  x2, x2, x1: 12.4062 Hz
  x1, x3, x3: 12.4062 Hz
  x5, x1, x0.2: 12.4062 Hz
SAME SHEATH, charge proportional to diameter
  7 um: d = 0.976 mm, f = 15.951 Hz
  9 um: d = 1.614 mm, f = 12.406 Hz
  11 um: d = 2.411 mm, f = 10.151 Hz
LARGE SWINGS
amplitude 0.9 d: 12.4062 Hz
amplitude 1.5 d, no field above zero point: 11.4011 Hz
GAS DRAG
damping rate gamma: 2.523 1/s
quality factor omega0/gamma: 30.9
downward shift of amplitude peak: 0.0262 %
test with gamma = 0.4 omega0: peak at 0.9592 omega0
NEGLECTED EFFECTS, frequency change at the same depth
  density at zero-field point half that at grain: +15.5 %
  density rising linearly from zero: +41.4 %
  static collisionless profile, one pass: +94.3 %
charge number from charging model: 24658
relative charge slope times d: -0.0699
charge variation: -3.56 %
ion energy at grain: 2.18 eV
ion drag over weight: 0.109
ion drag: +12.1 %
time to collect one grain charge of ions: 95 us
quiver at 13.56 MHz, field as at grain: 1.4e-06 nm
depth larger by 0.1 mm: -2.96 %
\end{verbatim}
